# Unequal-frequency nonradiative rates: overlap recursions and apparent activation energies: test program

```python
"""
Nonradiative rate between displaced harmonic oscillators of unequal frequency.

Result under test: the apparent activation energy E_app = -d ln W / d(1/kT)
lies below the crossing energy E_x of the two parabolas
  - strictly, at all temperatures, for equal frequencies and integer gap/frequency;
  - in the leading semiclassical exponent for w_g >= w_e;
  - in the classical limit for any frequencies with real crossings;
while a symmetry-forbidden lowest channel can break the bound.

Symbols (hbar = 1, mass-weighted coordinate x):
  V_e = w_e^2 x^2 / 2              initial (excited) state, levels v
  V_g = w_g^2 (x-disp)^2 / 2 - gap final (ground) state, levels u
  M[u][v] = <u of g | v of e>      overlap integrals
  strength[v]                      squared overlap, shared linearly between
                                   the two final levels that bracket level v
  beta = 1/kT, s = imaginary time spent on the final surface
Energies of the worked example are in cm^-1.
The overlap recursion amplifies rounding errors, so it runs in 100 digits.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive, lambertw

mp.mp.dps = 100
K_CM = const.k / (const.h * const.c * 100.0)      # Boltzmann constant, cm^-1/K
CM_TO_EV = const.h * const.c * 100.0 / const.e


def overlaps(w_e, w_g, disp, n_g, n_e, lib):
    """Overlap table by recursion: first column in u, then column by column in v."""
    one = lib.exp(0)
    w_e, w_g, disp = one * w_e, one * w_g, one * disp
    rho = lib.sqrt(w_g / w_e)
    c_plus, c_minus = (rho + 1 / rho) / 2, (rho - 1 / rho) / 2
    d = disp * lib.sqrt(w_g / 2)
    root = [lib.sqrt(one * n) for n in range(max(n_g, n_e) + 1)]
    m = [[0 * one] * n_e for _ in range(n_g)]
    m[0][0] = lib.exp(-disp**2 * w_e * w_g / (2 * (w_e + w_g))) / lib.sqrt(c_plus)
    for u in range(n_g - 1):
        below = m[u - 1][0] if u else 0 * one
        m[u + 1][0] = (c_minus * root[u] * below - d / rho * m[u][0]) / (c_plus * root[u + 1])
    for v in range(n_e - 1):
        for u in range(n_g):
            left = m[u][v - 1] if v else 0 * one
            below = m[u - 1][v] if u else 0 * one
            m[u][v + 1] = (root[u] * below - c_minus * root[v] * left
                           + d * m[u][v]) / (c_plus * root[v + 1])
    return m


def channel_strengths(w_e, w_g, disp, gap, n_e, lib=mp):
    """Shared squared overlaps and the overlap table, both returned as floats."""
    v = np.arange(n_e)
    resonant_u = (gap + w_e * (v + 0.5)) / w_g - 0.5
    m = overlaps(w_e, w_g, disp, int(resonant_u.max()) + 3, n_e, lib)
    out = []
    for j, target in enumerate(resonant_u):
        low = int(math.floor(target))
        frac = float(target - low)
        out.append(float((1 - frac) * m[low][j]**2 + frac * m[low + 1][j]**2))
    return np.array(out), np.array([[float(x) for x in row] for row in m])


def thermal_strength(strength, w_e, kT):
    boltz = np.exp(-w_e * np.arange(len(strength)) / kT)
    return np.sum(strength * boltz) / np.sum(boltz)


def channel_energy(strength, w_e, kT):
    energy = w_e * np.arange(len(strength))
    weight = strength * np.exp(-energy / kT)
    return np.sum(weight * energy) / np.sum(weight)


def apparent_energy(strength, w_e, kT):
    return (channel_energy(strength, w_e, kT)
            - channel_energy(np.ones(len(strength)), w_e, kT))


def crossings(w_e, w_g, disp, gap):
    """Crossing points and energies, lowest energy first."""
    x = np.roots([0.5 * w_e**2 - 0.5 * w_g**2, w_g**2 * disp,
                  gap - 0.5 * w_g**2 * disp**2])
    assert np.all(np.isreal(x))
    x = np.real(x)
    energy = 0.5 * w_e**2 * x**2
    order = np.argsort(energy)
    return x[order], energy[order]


# ---------------- worked example: parameters -------------------------------
w_e, w_g, relax, gap = 400.0, 500.0, 5000.0, 16000.0
coupling, k_rad = 1.0, 2.0e4                      # cm^-1, s^-1
disp = math.sqrt(2 * relax) / w_g
n_e = 150
strength, M = channel_strengths(w_e, w_g, disp, gap, n_e)
x_all, e_all = crossings(w_e, w_g, disp, gap)
x_cross, E_x = x_all[0], e_all[0]
prefactor = 2 * np.pi * (2 * np.pi * const.c * 100.0) * coupling**2 / w_g


def rate(T):
    return prefactor * thermal_strength(strength, w_e, K_CM * T)


def e_app(T):
    return apparent_energy(strength, w_e, K_CM * T)


# ---------------- overlaps against diagonalization -------------------------
N = 300
lad = np.diag(np.sqrt(np.arange(1.0, N + 4)), 1)
pos = (lad + lad.T) / math.sqrt(2 * w_e)
dif = lad - lad.T
kin = -0.25 * w_e * (dif @ dif)
shifted = pos - disp * np.eye(N + 4)
H_g = (kin + 0.5 * w_g**2 * (shifted @ shifted))[:N, :N]
vec = np.linalg.eigh(H_g)[1]
err_diag = np.max(np.abs(np.abs(vec[:26, :60].T) - np.abs(M[:60, :26])))
assert err_diag < 1e-9, err_diag

# the companion recursion, which raises u, must hold on columns filled by v
rho = math.sqrt(w_g / w_e)
cp, cm = (rho + 1 / rho) / 2, (rho - 1 / rho) / 2
d0 = disp * math.sqrt(w_g / 2)
for u in range(1, 50):
    for v in range(1, 25):
        rhs = (math.sqrt(v) * M[u, v - 1] + cm * math.sqrt(u) * M[u - 1, v]
               - d0 / rho * M[u, v]) / (cp * math.sqrt(u + 1))
        assert abs(rhs - M[u + 1, v]) < 1e-10

# rounding: 100 digits suffice (compared with 160), double precision does not
mp.mp.dps = 160
strength_160, _ = channel_strengths(w_e, w_g, disp, gap, n_e)
mp.mp.dps = 100
round_err = max(abs(thermal_strength(strength, w_e, K_CM * T)
                    / thermal_strength(strength_160, w_e, K_CM * T) - 1)
                for T in (50, 300, 1000, 3000))
assert round_err < 1e-8
_, M_double = channel_strengths(w_e, w_g, disp, gap, n_e, math)
double_err = {v: np.max(np.abs(M_double[:, v] - M[:, v])) for v in (8, 25, 60)}
assert double_err[60] > 1e3 * double_err[8]

# ---------------- apparent energy as difference of two means ---------------
beta300 = 1 / (K_CM * 300)
h = 1e-4 * beta300
slope = -(math.log(thermal_strength(strength, w_e, 1 / (beta300 + h)))
          - math.log(thermal_strength(strength, w_e, 1 / (beta300 - h)))) / (2 * h)
assert abs(slope / e_app(300) - 1) < 1e-5

# ---------------- equal frequencies: closed form and strict bound ----------


def log_slope_bessel(p, z):                        # z I_p'(z) / I_p(z)
    return p + z * ive(p + 1, z) / ive(p, z)


def e_app_equal(p, S, X):                          # in units of the frequency
    z = S / math.sinh(X)
    return 0.5 * (-S / math.sinh(X)**2 - p + log_slope_bessel(p, z) / math.tanh(X))


S_t, p_t, kT_t = 4.0, 10, 1.5
X_t = 0.5 / kT_t
eq_strength, _ = channel_strengths(1.0, 1.0, math.sqrt(2 * S_t), float(p_t), 60)
z_t = S_t / math.sinh(X_t)
closed = math.exp(-S_t / math.tanh(X_t) + p_t * X_t + z_t) * ive(p_t, z_t)
assert abs(thermal_strength(eq_strength, 1.0, kT_t) / closed - 1) < 1e-8
assert abs(apparent_energy(eq_strength, 1.0, kT_t) - e_app_equal(p_t, S_t, X_t)) < 1e-7
closest = np.inf
for p in range(0, 41, 2):
    for S in (1.0, 2.0, 4.0, 8.0, 14.0, 20.0):
        for X in np.linspace(0.05, 4.0, 40):
            z = S / math.sinh(X)
            assert log_slope_bessel(p, z) < math.sqrt(z * z + p * p)
            margin = (p - S)**2 / (4 * S) - e_app_equal(p, S, X)
            assert margin > 0
            closest = min(closest, margin)

# ---------------- unequal frequencies: trace, exponent, steepest descent ---


def tanh_pair(beta, s):
    return (w_e * math.tanh(w_e * (beta - s) / 2), w_g * math.tanh(w_g * s / 2))


def exponent(beta, s):
    A, B = tanh_pair(beta, s)
    return s * gap - disp**2 * A * B / (A + B)


def log_trace(beta, s):
    A, B = tanh_pair(beta, s)
    coths = w_e**2 / A + w_g**2 / B
    det = math.sinh(w_e * (beta - s)) * math.sinh(w_g * s) * (A + B) * coths
    return 0.5 * math.log(w_e * w_g / det) + exponent(beta, s)


def minimum(func, beta):
    edge = brentq(lambda s: sum(tanh_pair(beta, s)), -60 / w_e, 0.0)
    res = minimize_scalar(lambda t: func(beta, t * beta), method="bounded",
                          bounds=(edge / beta * (1 - 1e-6), 1 - 1e-6),
                          options={"xatol": 1e-10, "maxiter": 500})
    return res.x * beta, res.fun


E_v = w_e * (np.arange(60) + 0.5)
E_u = w_g * (np.arange(M.shape[0]) + 0.5) - gap
for s in (-0.3 * beta300, 0.4 * beta300):
    direct = np.sum(np.exp(-(beta300 - s) * E_v[None, :] - s * E_u[:, None])
                    * M[:, :60]**2)
    assert abs(math.log(direct) - log_trace(beta300, s)) < 1e-8


def e_exponent(T):
    beta = 1 / (K_CM * T)
    s, _ = minimum(exponent, beta)
    return E_x / math.cosh(w_e * (beta - s) / 2)**2


sd_ratio = {}
for T in (100, 300, 600, 1000):
    beta = 1 / (K_CM * T)
    s, _ = minimum(exponent, beta)
    A, B = tanh_pair(beta, s)
    assert abs(disp * B / (A + B) / x_cross - 1) < 1e-5
    h = 1e-3 * beta
    numeric = -(minimum(exponent, beta + h)[1] - minimum(exponent, beta - h)[1]) / (2 * h)
    assert abs(numeric - e_exponent(T)) < 1e-4 * E_x
    assert numeric < E_x
    s, top = minimum(log_trace, beta)
    curv = (log_trace(beta, s + h) - 2 * log_trace(beta, s) + log_trace(beta, s - h)) / h**2
    line = (math.sinh(s * w_g / 2) / (s * w_g / 2))**2
    Z = 1 / (2 * math.sinh(beta * w_e / 2))
    descent = math.exp(top) / Z / math.sqrt(2 * np.pi * curv) * line
    sd_ratio[T] = descent / (thermal_strength(strength, w_e, K_CM * T) / w_g)
    # asymptotic method plus residual discreteness of the final ladder: percents
    assert abs(sd_ratio[T] - 1) < 0.10, (T, sd_ratio[T])

# ---------------- classical limit with two crossings -----------------------
cw_e, cw_g, cdisp, cgap, ckT = 1.0, 1.5, 0.5, 30.0, 10.0
_, cE = crossings(cw_e, cw_g, cdisp, cgap)
grid = np.linspace(-40, 40, 400001)
c_pot = 0.5 * cw_e**2 * grid**2
c_diff = c_pot - 0.5 * cw_g**2 * (grid - cdisp)**2 + cgap
narrow = np.exp(-0.5 * (c_diff / 0.02)**2)


def classical_log(beta):
    boltz = np.exp(-beta * c_pot)
    return math.log(np.sum(boltz * narrow) / np.sum(boltz))


cb = 1 / ckT
classical_num = -(classical_log(cb * 1.001) - classical_log(cb * 0.999)) / (0.002 * cb)
split = cE[1] - cE[0]
classical_formula = cE[0] + split / (1 + math.exp(split * cb)) - ckT / 2
assert abs(classical_num - classical_formula) < 1e-3
assert classical_num < cE[0]
delta = np.linspace(0, 20, 200001)
two_cross_max = np.max(delta / (1 + np.exp(delta)))
assert abs(two_cross_max - lambertw(math.exp(-1)).real) < 1e-8
assert two_cross_max < 0.5
# quantum sum approaches the one-crossing classical value at high temperature
assert abs(e_app(3000) - (E_x - K_CM * 3000 / 2)) < 0.05 * E_x

# ---------------- bound in the worked example and neighbouring models ------
T_grid = np.arange(20, 3001, 10)
E_grid = np.array([e_app(T) for T in T_grid])
assert np.all(E_grid < E_x)
scan = []
for we_s in (300.0, 350.0, 450.0, 500.0):
    f_s, _ = channel_strengths(we_s, w_g, disp, gap, 75)
    ex_s = crossings(we_s, w_g, disp, gap)[1][0]
    top_s = max(apparent_energy(f_s, we_s, K_CM * T) for T in range(20, 1201, 20))
    assert top_s < ex_s
    scan.append((we_s, ex_s, top_s))

# ---------------- counterexample: forbidden lowest channel -----------------
f_c, _ = channel_strengths(1.0, 4.0, 0.0, 5.5, 20)
ex_c = crossings(1.0, 4.0, 0.0, 5.5)[1][0]
ea_c = apparent_energy(f_c, 1.0, 0.1)
assert f_c[0] < 1e-20 and f_c[1] > 1e-6
assert ea_c > ex_c

# ---------------- Arrhenius fit and half quantum yield ---------------------
T_fit = np.linspace(300, 500, 21)
fit = -np.polyfit(1 / (K_CM * T_fit), [math.log(rate(T)) for T in T_fit], 1)[0]
local = [e_app(T) for T in np.linspace(300, 500, 201)]
assert min(local) < fit < max(local) < E_x
T_half = brentq(lambda T: math.log(rate(T) / k_rad), 20, 2000)

# ---------------- printed numbers ------------------------------------------
print(f"w_e, w_g = {w_e:.0f}, {w_g:.0f} cm^-1; gap = {gap:.0f} cm^-1")
print(f"relaxation energy on ground parabola = {relax:.0f} cm^-1")
print(f"coupling = {coupling:.1f} cm^-1; radiative rate = {k_rad:.1e} s^-1")
print(f"Boltzmann constant = {K_CM:.6f} cm^-1/K")
print(f"rho, c_plus, c_minus, d = {rho:.6f}, {cp:.6f}, {cm:.6f}, {d0:.6f}")
print(f"crossing position / displacement = {x_cross / disp:.5f}")
print(f"crossing energy E_x = {E_x:.2f} cm^-1 = {E_x * CM_TO_EV:.4f} eV")
print(f"second crossing energy = {e_all[1]:.0f} cm^-1")
print(f"vertical emission energy = {gap - relax:.0f} cm^-1")
print(f"overlaps M(0,0), M(1,0), M(0,1) = {M[0,0]:.6f}, {M[1,0]:.6f}, {M[0,1]:.6f}")
print(f"resonant u for v=0: {(gap + w_e / 2) / w_g - 0.5:.2f}")
print(f"M(31,0)^2, M(32,0)^2 = {M[31,0]**2:.4e}, {M[32,0]**2:.4e}")
for v in (0, 2, 4, 6, 8):
    print(f"shared squared overlap, v={v}: {strength[v]:.4e}")
print(f"rate prefactor = {prefactor:.4e} s^-1")
print(f"max overlap error vs diagonalization = {err_diag:.1e}")
print(f"max relative change of rates, 100 to 160 digits = {round_err:.1e}")
for v, err in double_err.items():
    print(f"max overlap error of double-precision recursion, v={v}: {err:.1e}")
print("T/K, kT/cm^-1, W/s^-1, E_app/cm^-1, E_exponent/cm^-1")
for T in (50, 100, 200, 300, 400, 500, 600, 800, 1000, 1500, 3000):
    print(f"{T:5d} {K_CM * T:8.2f} {rate(T):11.4e} {e_app(T):8.1f} {e_exponent(T):8.1f}")
i_max = int(np.argmax(E_grid))
print(f"largest E_app on 10 K grid = {E_grid[i_max]:.1f} cm^-1 at {T_grid[i_max]} K")
print(f"its ratio to E_x = {E_grid[i_max] / E_x:.4f}")
print(f"Arrhenius fit 300-500 K = {fit:.1f} cm^-1 = {fit * CM_TO_EV:.4f} eV")
print(f"half-yield temperature = {T_half:.1f} K")
print(f"E_app there = {e_app(T_half):.1f} cm^-1; ratio to E_x = {e_app(T_half) / E_x:.4f}")
print(f"rate-weighted level energy there = "
      f"{channel_energy(strength, w_e, K_CM * T_half):.1f} cm^-1")
for T, r in sd_ratio.items():
    print(f"steepest-descent rate / summed rate at {T} K = {r:.4f}")
for we_s, ex_s, top_s in scan:
    print(f"w_e={we_s:.0f}: E_x={ex_s:.1f}, largest E_app to 1200 K={top_s:.1f} cm^-1")
print(f"equal frequencies: smallest E_x-E_app in scan = {closest:.2e} frequency units")
print(f"classical test: E_1, E_2, kT = {cE[0]:.4f}, {cE[1]:.4f}, {ckT:.1f} (units w_e)")
print(f"classical E_app quadrature, formula = {classical_num:.4f}, {classical_formula:.4f}")
print(f"maximum of delta/(1+exp(delta)) = {two_cross_max:.5f}")
print(f"counterexample (w_e=1, w_g=4, gap=5.5, kT=0.1): E_x={ex_c:.4f}, E_app={ea_c:.4f}")
print("done: every assertion held")
```

Printed output:

```
w_e, w_g = 400, 500 cm^-1; gap = 16000 cm^-1
relaxation energy on ground parabola = 5000 cm^-1
coupling = 1.0 cm^-1; radiative rate = 2.0e+04 s^-1
Boltzmann constant = 0.695035 cm^-1/K
rho, c_plus, c_minus, d = 1.118034, 1.006231, 0.111803, 3.162278
crossing position / displacement = -0.94071
crossing energy E_x = 2831.80 cm^-1 = 0.3511 eV
second crossing energy = 135045 cm^-1
vertical emission energy = 11000 cm^-1
overlaps M(0,0), M(1,0), M(0,1) = 0.011707, -0.032908, 0.036792
resonant u for v=0: 31.90
M(31,0)^2, M(32,0)^2 = 1.8605e-06, 8.1248e-07
shared squared overlap, v=0: 9.1728e-07
shared squared overlap, v=2: 1.1031e-04
shared squared overlap, v=4: 1.8942e-03
shared squared overlap, v=6: 1.1884e-02
shared squared overlap, v=8: 3.1328e-02
rate prefactor = 2.3671e+09 s^-1
max overlap error vs diagonalization = 6.6e-15
max relative change of rates, 100 to 160 digits = 0.0e+00
max overlap error of double-precision recursion, v=8: 5.4e-13
max overlap error of double-precision recursion, v=25: 7.2e-08
max overlap error of double-precision recursion, v=60: 4.3e-01
T/K, kT/cm^-1, W/s^-1, E_app/cm^-1, E_exponent/cm^-1
   50    34.75  2.1716e+03      0.1      0.1
  100    69.50  2.2761e+03     18.8     18.6
  200   139.01  4.9274e+03    320.7    325.5
  300   208.51  1.7242e+04    789.8    820.6
  400   278.01  5.6273e+04   1207.9   1269.7
  500   347.52  1.5001e+05   1524.7   1618.9
  600   417.02  3.2893e+05   1749.6   1878.7
  800   556.03  1.0178e+06   2010.4   2214.3
 1000   695.03  2.1445e+06   2125.4   2406.5
 1500  1042.55  6.0349e+06   2155.5   2627.3
 3000  2085.10  1.5928e+07   1755.8   2778.0
largest E_app on 10 K grid = 2169.2 cm^-1 at 1290 K
its ratio to E_x = 0.7660
Arrhenius fit 300-500 K = 1140.9 cm^-1 = 0.1415 eV
half-yield temperature = 311.8 K
E_app there = 843.8 cm^-1; ratio to E_x = 0.2980
rate-weighted level energy there = 918.8 cm^-1
steepest-descent rate / summed rate at 100 K = 1.0200
steepest-descent rate / summed rate at 300 K = 0.9960
steepest-descent rate / summed rate at 600 K = 1.0040
steepest-descent rate / summed rate at 1000 K = 1.0047
w_e=300: E_x=1337.9, largest E_app to 1200 K=960.7 cm^-1
w_e=350: E_x=1964.7, largest E_app to 1200 K=1462.6 cm^-1
w_e=450: E_x=4084.1, largest E_app to 1200 K=3063.5 cm^-1
w_e=500: E_x=6050.0, largest E_app to 1200 K=4173.2 cm^-1
equal frequencies: smallest E_x-E_app in scan = 2.24e-04 frequency units
classical test: E_1, E_2, kT = 18.3263, 30.8437, 10.0 (units w_e)
classical E_app quadrature, formula = 16.1101, 16.1101
maximum of delta/(1+exp(delta)) = 0.27846
counterexample (w_e=1, w_g=4, gap=5.5, kT=0.1): E_x=0.3667, E_app=1.0000
done: every assertion held
```
